Polarisation Selection Rule for a1–e Transitions at a Chalcogen Vacancy

Q: I want to excite an electron between the a1 and e levels of a chalcogen vacancy in a 2H dichalcogenide monolayer. Before choosing the polarisation, I need to know what the labels mean. Which symmetry does the vacancy have?

A: The metal plane lies between two chalcogen planes. Above the centre of a metal triangle sits one chalcogen, and directly below it sits another. Remove the upper one. Six operations still map the surroundings onto themselves: the identity, rotations by +120° and −120° about the normal z, and three vertical mirrors, each containing z and one metal. They form the group C3v. Reflection in the metal plane is lost, because it would exchange the empty site with the remaining chalcogen.

I assume that the sheet is flat, the nuclei are held at this symmetric geometry, and spin-orbit coupling is absent. The Hamiltonian then commutes with the six operations acting on the electron's position alone.

Q: How do a1 and e arise from the broken bonds?

A: Each neighbouring metal contributes an orbital φ₁, φ₂ or φ₃ directed towards the vacancy and even under the mirror through its own metal. The operations permute these orbitals. The character of an operation is the number of orbitals it leaves in place: 3 for the identity, 0 for a rotation, 1 for a mirror.

For these three classes, the irreducible characters are A1 = (1, 1, 1), A2 = (1, 1, −1) and E = (2, −1, 0). The classes contain 1, 2 and 3 operations, so the multiplicities are

n(A1) = (3·1 + 2·0·1 + 3·1·1)/6 = 1
n(A2) = (3·1 + 2·0·1 − 3·1·1)/6 = 0
n(E) = (3·2 − 2·0·1 + 3·1·0)/6 = 1.

Put metal 1 on the +x axis, with metals 2 and 3 following anticlockwise. If overlap is neglected in the normalisation, the combinations are

a1 = (φ₁ + φ₂ + φ₃)/√3
e_x = (2φ₁ − φ₂ − φ₃)/√6
e_y = (φ₂ − φ₃)/√2.

For the rotation argument, define e± = (e_x ± i e_y)/√2 and ω = exp(2πi/3) = −1/2 + i√3/2. Substitution gives

e₊ = (φ₁ + ωφ₂ + ω²φ₃)/√3.

Let U rotate an orbital by +120°, so that φ₁ → φ₂ → φ₃ → φ₁. Then

U e₊ = (φ₂ + ωφ₃ + ω²φ₁)/√3 = ω² e₊ = ω⁻¹ e₊.

Complex conjugation gives U e₋ = ω e₋, while U a1 = a1. These phases are properties of the labels. They hold equally for the true orbitals, whatever their d, p or s content.

Q: What happens if the optical electric field points along z?

A: For a field uniform across the defect, the coupling is proportional to the component of the electron's position along the field. Here that is z. Rotation about z leaves this operator unchanged, U z U† = z. Since U is unitary, inserting it in both states and in the operator cannot change the matrix element:

⟨e₊|z|a1⟩ = ⟨U e₊|U z U†|U a1⟩ = (ω⁻¹)* ⟨e₊|z|a1⟩ = ω ⟨e₊|z|a1⟩.

Therefore (1 − ω)⟨e₊|z|a1⟩ = 0. Because ω ≠ 1, the element vanishes. The same steps for e₋ give the factor ω⁻¹, which also differs from 1, so that element vanishes too. An out-of-plane field cannot drive the transition.

Physically, a vertical field acts identically on all three metals. It can reshape a symmetric combination, but it cannot produce the unequal pattern 2, −1, −1 that distinguishes e_x from a1.

Q: Why does an in-plane field succeed?

A: It distinguishes the metals by their positions along the field. To find the precise rule, write r± = x ± iy. Rotation gives U r± U† = ω^(∓1) r±. Repeating the previous argument,

⟨e₊|r₊|a1⟩ = ω·ω⁻¹ ⟨e₊|r₊|a1⟩
⟨e₊|r₋|a1⟩ = ω·ω ⟨e₊|r₋|a1⟩.

The first equation imposes no restriction. The second forces its element to zero, because ω² ≠ 1. Likewise, e₋ couples to r₋ but not to r₊.

The mirror y → −y exchanges e₊ with e₋ and r₊ with r₋, so the two allowed elements have a common value K. With real φ's they are also complex conjugates of each other, so K is real. Now use

x = (r₊ + r₋)/2, y = (r₊ − r₋)/(2i)
e_x = (e₊ + e₋)/√2, e_y = (e₊ − e₋)/(i√2).

The prefactor of e_y becomes i/√2 in the bra. Keeping the allowed terms,

⟨e_x|x|a1⟩ = (1/√2)(1/2)(K + K) = K/√2
⟨e_y|y|a1⟩ = (i/√2)(1/(2i))(K + K) = K/√2
⟨e_y|x|a1⟩ = (i/√2)(1/2)(K − K) = 0
⟨e_x|y|a1⟩ = (1/√2)(1/(2i))(K − K) = 0.

Call the common length D = K/√2.

Q: What should I see when I tilt the field?

A: Let the field make an angle θ with the normal and have azimuth φ in the sheet. The amplitudes to e_x and e_y are D sinθ cosφ and D sinθ sinφ. The two states have the same energy, so their strengths add:

F = D² sin²θ (cos²φ + sin²φ) = D² sin²θ.

The strength is zero at θ = 0°, one quarter of its maximum at 30°, three quarters at 60°, and maximal at 90°. It does not depend on azimuth. The angle refers to the electric field inside the layer, not to the direction of the beam. Light at normal incidence has its field in the sheet and is therefore the favourable case.

Q: You have shown that D may be nonzero. Does symmetry guarantee a strong line?

A: No. Symmetry permits D but does not fix its size. For an estimate, suppose that the three orbitals do not overlap, that x has no elements between different orbitals, and that each charge centre sits on its metal at radius R from the axis. The x coordinates are R, −R/2 and −R/2. Thus

D = [2·R + (−1)(−R/2) + (−1)(−R/2)]/(√6·√3)
= 3R/√18 = R/√2.

If hybridisation moves the charge centres towards the axis, their smaller radius replaces R in this estimate.

Q: Can you put numbers to it?

A: I use one electron of free mass in a model potential. Each of three metal sites carries an attractive Gaussian well 25 eV deep, and the remaining chalcogen carries a repulsive Gaussian 10 eV high. Each varies as exp(−r²/w²) about its centre, with w = 0.10 nm. The metals are 0.320 nm apart, and the chalcogen is 0.156 nm below their plane. The Schrödinger equation is solved by diagonalizing the Hamiltonian in a set of Gaussian functions.

The a1 level lies at −4.216 eV and the degenerate e pair at −3.155 eV, relative to an electron at rest far away. Their separation is

Δ = −3.155 − (−4.216) = 1.061 eV,

which corresponds to a wavelength of about 1170 nm. The finite set of Gaussians leaves each level about 0.01 eV too high. Their separation is affected less: its converged value is 1.059 eV, about 0.002 eV smaller, which does not change D or f below to the digits shown. The calculated in-plane length is D = 0.134 nm, or 2.54 bohr. The out-of-plane length is zero to numerical rounding.

The simple estimate uses R = 0.320/√3 = 0.185 nm and gives R/√2 = 0.131 nm, about 3% below the calculated D. If the wells are deepened to 60 eV with everything else fixed, the calculated D agrees with R/√2 to better than 0.1%. This is the expected limit: deeper wells confine the orbitals and reduce their overlap.

For a field along x, the oscillator strength per electron is

f = 2mΔD²/ħ² = 0.50,

where m is the electron mass. The transition is therefore strong in this model.

Q: Is the z rule really due to the threefold rotation? I would have blamed up-down parity.

A: Up-down parity would forbid z between two states that are both even under reflection in the metal plane. The vacancy lacks that mirror, so parity cannot supply an exact rule. Three changes to the model separate the causes.

First, add three weak wells above the metal plane, related by 120° rotations but placed off the vertical mirrors. The rotation survives and the mirrors do not. The z dipole remains zero to rounding, as the phase argument requires.

Second, return to the original model and move one metal outwards by 0.010 nm. The rotation is lost, but the mirror through that metal survives. The e pair splits into one state even and one state odd under this mirror. Both z and the former a1 state are even, so z may reach the even partner alone. Its dipole is about 2×10⁻⁴ nm, and the odd partner's is zero to rounding. Relative to the undistorted in-plane strength, the even partner has

(2×10⁻⁴/0.134)² ≈ 2×10⁻⁶ in order of magnitude.

Third, keep the displaced metal but remove the chalcogen's repulsion. The potential regains its horizontal mirror, and the z dipole returns to zero. Thus either symmetry can forbid this transition, but the undistorted vacancy has only the rotation to do so.

Q: My compound contains a heavy metal. What does spin-orbit coupling change?

A: Rotations must then act on spin as well as position. Label states by j = m + s, where m = 0 for a1, m = ±1 for e±, and s = ±1/2. Both a1↑ and e₊↓ have j = 1/2. They can mix, and z can connect the resulting states.

For an estimate, treat a1 and e± as the three states of an effective angular momentum L = 1 and add λ L·S, with L and S in units of ħ. This assumes that the coupling between a1 and e is as strong as the coupling within e. Since

L·S = L_z S_z + (L₊S₋ + L₋S₊)/2,

and ⟨+1|L₊|0⟩ = √2, the mixing element is v = λ/√2. Relative to a1, the energy of e₊↓ is δ = Δ − λ/2. The lower and upper mixed states are

cosβ a1↑ − sinβ e₊↓ and sinβ a1↑ + cosβ e₊↓,
tan2β = 2v/δ.

Let z_a and z_e be the mean heights of the two orbitals, and Δz = z_e − z_a. Since ⟨e₊|z|a1⟩ = 0, the transition element is sinβ cosβ (z_a − z_e). Its square is

F_z = (Δz)² sin²(2β)/4 = (Δz)² v²/(δ² + 4v²)
= (Δz)² (λ²/2)/[(Δ − λ/2)² + 2λ²].

The model has Δz ≈ −0.003 nm. For λ = 0.05 eV, F_z/D² is about 6×10⁻⁷; for λ = 0.20 eV, it is about 1×10⁻⁵. Here λ is also the splitting of the e level before it mixes with a1. Within this three-state estimate the leakage grows as (Δz)². A real vacancy need not follow that law. Spin-orbit coupling also mixes in other levels, which can give z strength even when Δz = 0. And if both orbitals are nearly even under reflection in the metal plane, their direct coupling is weaker than assumed here.

Q: Would vibration at room temperature matter more?

A: In this model, yes. Let the metals have small vertical displacements u₁, u₂ and u₃. The separate-orbital estimate gives

⟨e_x|z|a1⟩ = (2u₁ − u₂ − u₃)/√18
⟨e_y|z|a1⟩ = (u₂ − u₃)/√6.

Equal displacements give zero. For independent displacements with common mean square u², the two averaged strengths are (4 + 1 + 1)u²/18 = u²/3 and (1 + 1)u²/6 = u²/3. Their sum is 2u²/3.

For a harmonic oscillator of mass M and frequency Ω,

u² = [ħ/(2MΩ)] coth[ħΩ/(2k_BT)].

Round values of 100 u for the mass, 0.020 eV for ħΩ and 300 K for T give u = 0.0053 nm. Hence

F_z/D² ≈ (2/3)(0.0053/0.134)² ≈ 1×10⁻³.

Lifting one metal by u in the full model, recalculating the orbitals and multiplying the z strength by three also gives 1.0×10⁻³. The displacements are treated as frozen during the transition.

This leakage has a simple meaning. Three heights define a plane, so unequal heights tilt the metal triangle. A field along the laboratory normal then has a component in the tilted triangle. Similarly, misaligning the field by 1° gives sin²(1°) = 3×10⁻⁴. The finite wavelength matters far less. Its rough scale is (2πR/wavelength)² ≈ 1×10⁻⁶, and the effect in this model is smaller still: the leading correction is odd under reflection in the metal plane, whereas both orbitals are nearly even.

Q: How far can I carry these numbers over to a real device?

A: The spacing, the eV-scale level separation and the two spin-orbit values are rough choices for molybdenum and tungsten dichalcogenides, with the larger λ meant for tungsten. The simple wells are not realistic metal d orbitals, and the model omits mixing with the bands, electron-hole attraction and screening of the field. Its D and f are therefore illustrations, not predictions for a compound. Devices also break the assumption of a flat, undistorted site. For the model's numbers, the largest leakage estimated here is the thermal one, about 0.1% of the in-plane strength. Strong uniaxial strain, a nearby defect or an uneven substrate needs its own calculation.

Q: Does the rule survive interactions between the electrons?

A: Yes, under the same symmetry assumptions. In the neutral vacancy, take a1 as filled and e as empty. The closed shell a1² is a singlet of type A1, and promoting one electron gives a singlet a1¹e¹ of type E. Electron repulsion is unchanged by the six operations, and the sum of all electron z coordinates is unchanged by rotation. The earlier phase argument therefore applies to the many-electron states.

An electron in e can, however, drive a Jahn–Teller distortion that removes the threefold rotation. The rule then holds for absorption from the symmetric ground-state geometry, but need not hold for emission after the excited state has relaxed.

Q: Suppose I still find absorption with the field along z. Has the rule failed?

A: Not necessarily. The operator z can connect a1 to another a1 state, or one e pair to a different e pair, including states derived from the bands. First identify the final state and determine the field direction inside the layer. A z-polarised line assigned securely to a1–e would then point to a broken assumption: distortion, spin-orbit coupling or a field that varies across the defect.
